# Nonlinear screening in a strongly compensated semiconductor

A semiconductor contains donors of density $N_D$ and acceptors of density $N_A$, with $N_D$ slightly larger than $N_A$. Every acceptor has captured an electron and is negative. The electrons left over have density $n=N_D-N_A$, much smaller than the total impurity density $N=N_D+N_A$. The impurities are fixed at random, uncorrelated positions.

Here $n$ counts every leftover electron, including those trapped in potential wells. It is not the density of mobile carriers that a transport measurement would give. Write $q^2=e^2/(4\pi\varepsilon_0\kappa)$, where $\kappa$ is the dielectric constant, so that two electrons a distance $r$ apart repel with energy $q^2/r$. The symbol $\sim$ means that numerical factors are dropped.

## (a) How large is the bare random potential?

**Find the typical net impurity charge in a volume $R^3$, and the variance of the difference in an electron's potential energy between two points a distance $R$ apart, before the electrons respond.**

**Solution.** The numbers of donors and acceptors in a volume $V$ are independent Poisson variables with variances $N_DV$ and $N_AV$. Variances add even when the charges have opposite signs, so the net number has variance $(N_D+N_A)V=NV$. For $V=R^3$ the typical excess is $(NR^3)^{1/2}$ charges of either sign.

An impurity at $\mathbf r$ contributes $\pm q^2f(\mathbf r)$ to the potential difference, with $f=1/r-1/|\mathbf r-\mathbf R|$. For independent positions the variance is the density times the integral of the squared contribution:
$$D(R)=q^4N\int d^3r\left(\frac1r-\frac1{|\mathbf r-\mathbf R|}\right)^2 .$$
Average over the directions of $\mathbf r$ first. The average of $1/|\mathbf r-\mathbf R|$ is $1/\max(r,R)$, and
$$\left\langle\frac1{|\mathbf r-\mathbf R|^2}\right\rangle=\frac12\int_{-1}^{1}\frac{d\mu}{r^2+R^2-2rR\mu}=\frac1{2rR}\ln\left|\frac{r+R}{r-R}\right| .$$
With $x=r/R$ this gives
$$D=4\pi q^4NR\int_0^\infty dx\left[1-\frac{2x}{\max(x,1)}+\frac x2\ln\left|\frac{x+1}{x-1}\right|\right].$$

For $x<1$ the first two terms integrate to $1-1=0$. Expanding the logarithm as $2\sum_{k\ge0}x^{2k+1}/(2k+1)$, the last term gives
$$\sum_{k\ge0}\frac1{(2k+1)(2k+3)}=\frac12 .$$
For $x>1$ the first two terms are $1-2=-1$, and the last is $\sum_{k\ge0}x^{-2k}/(2k+1)$. Its $k=0$ term cancels the $-1$. The rest integrates to
$$\sum_{k\ge1}\frac1{(2k+1)(2k-1)}=\frac12 .$$
The two halves add to one, so
$$D(R)=4\pi q^4NR .$$

The potential difference grows as $R^{1/2}$. Short distances contribute little, while long distances would make the potential unbounded. Some screening is therefore essential, however few electrons there are.

## (b) Why does linear screening fail?

**Suppose that the electrons respond linearly, as a classical gas at temperature $T$. Find the resulting potential and the condition for consistency.**

**Solution.** In a potential energy $U$ the density is $ne^{-U/kT}\simeq n(1-U/kT)$, provided $|U|\ll kT$. Poisson's equation then turns each $q^2/r$ into $q^2e^{-r/r_D}/r$, with
$$r_D^2=\frac{kT}{4\pi q^2n}.$$
The variance is
$$\langle U^2\rangle=q^4N\int_0^\infty4\pi r^2\,\frac{e^{-2r/r_D}}{r^2}\,dr=2\pi q^4Nr_D .$$
To test the assumption, divide by $(kT)^2=(4\pi q^2nr_D^2)^2$:
$$\frac{\langle U^2\rangle}{(kT)^2}=\frac{2\pi Nr_D}{16\pi^2n^2r_D^4}=\frac1{8\pi}\,\frac{N}{n^2r_D^3}.$$
This is small if $r_D$ is large compared with $(N/n^2)^{1/3}/(8\pi)^{1/3}$. On cooling, $r_D$ shrinks and the condition fails. Linear theory then predicts density changes larger than $n$ itself, and so negative densities in some places. A region cannot lose more electrons than it has.

## (c) What length and energy replace the linear result?

**Use the limited supply of electrons to estimate the screening length and the potential amplitude at low temperature.**

**Solution.** A region of size $R$ holds on average $nR^3$ electrons, and its random impurity charge is about $(NR^3)^{1/2}$. If $nR^3$ is the larger, moving electrons into or out of the region can neutralise it. If it is the smaller, a negative fluctuation stays uncompensated even after every electron has left. The two are equal at $R=R_s$:
$$nR_s^3=(NR_s^3)^{1/2}\;\Rightarrow\; R_s^{3/2}=\frac{N^{1/2}}n\;\Rightarrow\; R_s=\frac{N^{1/3}}{n^{2/3}} .$$
By part (a), the potential accumulated up to this size is
$$\gamma\sim q^2(NR_s)^{1/2}=q^2\left(N\,\frac{N^{1/3}}{n^{2/3}}\right)^{1/2}=q^2\frac{N^{2/3}}{n^{1/3}} .$$

Fewer electrons screen only at a larger distance, where the bare potential has grown further. With the compensation ratio $K=N_A/N_D$ close to one, $N\simeq2N_D$ and $n=N_D(1-K)$, so $\gamma\sim2^{2/3}q^2N_D^{1/3}(1-K)^{-1/3}$. The estimate needs $n\ll N$. When $n$ is comparable with $N$, $R_s$ is no longer much larger than the impurity spacing and the formula does not apply. At $n=N$ there are no acceptors, and if each donor binds its own electron the random charge disappears altogether.

## (d) Can the exponents be obtained without an estimate?

**Formulate the electrostatic problem at zero temperature, neglecting the electrons' kinetic energy, and find how its solution depends on $N$ and $n$.**

**Solution.** Let $\rho(\mathbf r)$ be the net number density of impurity charge and $\nu(\mathbf r)\ge0$ the electron density. Both have mean $n$. The energy is
$$E=\frac{q^2}2\iint\frac{(\rho-\nu)_{\mathbf r}\,(\rho-\nu)_{\mathbf r'}}{|\mathbf r-\mathbf r'|}\,d^3r\,d^3r' .$$
A change $\delta\nu$ costs $\delta E=\int W\delta\nu\,d^3r$, where
$$W(\mathbf r)=-q^2\int\frac{\rho(\mathbf r')-\nu(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d^3r'$$
is the potential energy of an electron. At the minimum no transfer of electrons lowers the energy. Hence $W$ has one value $\mu$ wherever $\nu>0$, and $W\ge\mu$ elsewhere. With $U=W-\mu$, and $\nabla^2(1/r)=-4\pi\delta(\mathbf r)$,
$$\nabla^2U=4\pi q^2(\rho-\nu),\qquad U\ge0,\quad \nu\ge0,\quad \nu U=0 .$$
This is nonlinear screening: electrons fill the deepest places to a common level and leave the rest empty.

The densities must be smoothed over a length between $N^{-1/3}$ and $R_s$. Otherwise a continuous classical $\nu$ would collapse onto point donors. In reality an electron has a finite binding energy to a donor. For isolated donors this energy is the same everywhere and only shifts $\mu$; the extra binding at close pairs of donors is neglected here. No small parameter justifies this neglect. The $n$ closest pairs have separations up to $r$ with $\frac12N_D^2\,\frac{4\pi}3r^3=n$, and for $N_D\simeq N/2$ their energy $q^2/r$ is $(\pi/6)^{1/3}\approx0.8$ times $q^2N^{2/3}/n^{1/3}$, as long as $r$ exceeds the donor radius. Since this has the same dependence on $N$ and $n$ as the scale found below, the exponents are unaffected, but numerical factors, above all the position of $\mu$, belong to the model without pairs. After smoothing, many impurities contribute at each point, and the fluctuation $\delta\rho=\rho-n$ is Gaussian white noise, $\langle\delta\rho(\mathbf r)\delta\rho(\mathbf r')\rangle=N\delta(\mathbf r-\mathbf r')$.

Set $\mathbf r=R_s\mathbf x$, $\rho=n\tilde\rho$, $\nu=n\tilde\nu$ and $U=q^2nR_s^2u$. Since $\nabla^2=R_s^{-2}\nabla_x^2$, the factors $q^2n$ cancel:
$$\nabla_x^2u=4\pi(\tilde\rho-\tilde\nu),\qquad u\ge0,\quad\tilde\nu\ge0,\quad\tilde\nu u=0 .$$
Both $\tilde\rho$ and $\tilde\nu$ have mean one. Because $\delta(\mathbf r-\mathbf r')=R_s^{-3}\delta(\mathbf x-\mathbf x')$, the noise strength of $\tilde\rho$ is $N/(n^2R_s^3)$. It equals one for $R_s=N^{1/3}/n^{2/3}$, and then no parameter is left. The root-mean-square (rms) fluctuation of $u$ is a pure number $C$, so that
$$\gamma=C\,q^2nR_s^2=C\,q^2n\,\frac{N^{2/3}}{n^{4/3}}=C\,q^2\frac{N^{2/3}}{n^{1/3}} .$$

This requires $C$ to be finite and independent of the smoothing length $\ell$. By part (a), scales below $\ell$ carry a variance of order $q^4N\ell$, a fraction $\ell/R_s$ of $\gamma^2$. At the smallest permitted $\ell=N^{-1/3}$ this fraction is $(n/N)^{2/3}$, which vanishes for strong compensation. This concerns the variance of the typical potential, not the rare close pairs noted above. On scales well above $R_s$ the mean electron supply exceeds the typical charge fluctuation, so neutralisation is possible. These are physical arguments rather than a proof that the limit exists, and part (e) examines it numerically.

## (e) How large is $C$?

**Estimate $C$ from a numerical solution of the constrained problem, and judge the exponents.**

**Solution.** Random unit charges were placed in a periodic cube of $56^3$ cells, with the cell side as unit of length and $q^2=1$. The constrained equation was solved by iterating the lattice Poisson equation and resetting any negative $U$ to zero. With $N=4$ per cell, averages over three impurity configurations gave:

| $n$ per cell | $R_s$ | rms fluctuation of $U$ | $C$ |
|---|---|---|---|
| 0.25 | 4.00 | 5.25 | 1.31 |
| 0.125 | 6.35 | 6.82 | 1.35 |
| 0.0625 | 10.08 | 8.73 | 1.38 |

A power-law fit gives an exponent of $n$ equal to $-0.367$, against the derived $-0.333$. At fixed $n=0.125$, the rms values for $N=2,4,8$ are 4.17, 6.82 and 10.71, with exponent $0.680$ against $0.667$. The linear result of part (b), taken at fixed temperature, would give $n^{-1/4}N^{1/2}$.

The deviations are tied together by the slow drift of $C$. If $C\propto R_s^p$, the exponents become $-\frac13-\frac23p$ and $\frac23+\frac13p$, and $p\approx0.05$ accounts for both within a few thousandths. Finite cell size can cause such a drift, but with three configurations sampling error is not excluded. A fair reading is $C\approx1.4$, with the second digit uncertain.

Screening at long distances is clear. For $n=0.25$, doubling the box side from 28 to 56 cells changes the rms from 5.21 to 5.25, whereas the expected unscreened rms rises from 14.0 to 19.6. For $n=0.125$, the power spectrum of the net charge $\rho-\nu$, divided by $N$, is 0.012 for wave numbers $k<1.5/R_s$ and 0.83 for $k>6/R_s$. Electrons cancel the long waves and leave most of the short ones.

The mean of $U$ behaves less well. Its ratio to the rms rises from 1.09 to 1.48 down the table, so it has not reached a limit on these lattices. The mean band bending is known more roughly than $\gamma$.

## (f) When does the result fail?

**Find the limits set by temperature, kinetic energy, the band gap and impurity correlations.**

**Solution.**

*Temperature.* Electrons can leave the deep wells for roughly $N$ donor sites lying higher by about $\gamma$. Few do so if $Ne^{-\gamma/kT}\ll n$, which for $N\gg n$ is ensured by
$$kT\ln(N/n)\ll\gamma .$$

*Kinetic energy.* Let $a=\hbar^2/(mq^2)$ be the donor Bohr radius for effective mass $m$. If $Na^3\ll1$, the electrons are bound to single donors or to rare close pairs of donors, in states smaller than the impurity spacing, and their size is unimportant on the scale $R_s$. If $Na^3\gg1$, they form droplets in wells of size $R$, with density $(N/R^3)^{1/2}$. Their kinetic energy is
$$\frac{\hbar^2}m\left(\frac N{R^3}\right)^{1/3}=q^2a\,\frac{N^{1/3}}R .$$
Equating this to the well depth $q^2(NR)^{1/2}$ gives $R^{3/2}=aN^{-1/6}$, a droplet size $R_q=a^{2/3}N^{-1/9}$. The classical theory needs $R_q\ll R_s$, or $n^{2/3}\ll N^{4/9}a^{-2/3}$, which is $n\ll N^{2/3}/a$.

*Band gap.* As $n\to0$ the formula diverges. Before that, the valence band rises to the electron level in places and holes appear, which screen as well. When electrons and holes are both present in nearly equal numbers, their common level lies near the middle of the gap on average, so a band edge must shift by about half the gap $E_g$ to reach it. The crossover is therefore at $\gamma\sim E_g/2$. Solving $q^2N^{2/3}/n^{1/3}\sim E_g/2$ gives $n\sim8q^6N^2/E_g^3$. Below this density the amplitude stays of order $E_g$. Its length follows from $q^2(NR)^{1/2}\sim E_g/2$, or $R\sim E_g^2/(4q^4N)$.

*Impurity correlations.* Suppose that the impurities could diffuse down to a temperature $T_f$, in equilibrium with carriers (electrons plus holes) of total density $n_c$, and then froze. For Fourier amplitudes $\rho_k$ and $c_k$ of impurity and carrier charge, the quadratic free energy per mode, divided by $kT_f$, is
$$\frac12\left[\frac{|\rho_k|^2}N+\frac{|c_k|^2}{n_c}+\frac{4\pi q^2}{kT_f\,k^2}|\rho_k+c_k|^2\right],$$
where $k^2$ is the squared wave number. At long wavelengths the last term forces $c_k=-\rho_k$, leaving $\frac12|\rho_k|^2(1/N+1/n_c)$. The impurity noise is then
$$N_{\rm eff}=\frac{Nn_c}{N+n_c}.$$
$N_{\rm eff}$ replaces $N$ in $\gamma$ if the screening length at $T_f$ is well below $R_s$ and the impurities had time to diffuse over distances of order $R_s$. If they moved much less, the wavelengths that set $\gamma$ keep nearly their original noise.

## (g) What do the numbers look like?

**Take $\kappa=12$, $m=0.3\,m_e$, $N=10^{18}\ \mathrm{cm^{-3}}$, $n=10^{16}\ \mathrm{cm^{-3}}$ and $T=30$ K. Find the screening length and the potential amplitude, and judge the approximations.**

**Solution.** In nanometres, $N=10^{-3}\ \mathrm{nm^{-3}}$ and $n=10^{-5}\ \mathrm{nm^{-3}}$, and $q^2=0.120$ eV nm. Then
$$R_s=\frac{0.1}{4.64\times10^{-4}}\ \mathrm{nm}=215\ \mathrm{nm},\qquad q^2\frac{N^{2/3}}{n^{1/3}}=\frac{0.120\times0.01}{0.02154}\ \mathrm{eV}=55.7\ \mathrm{meV},$$
the latter being $8.92\times10^{-21}$ J. With $C=1.38$ from the last row of the table, $\gamma\approx77$ meV.

Linear theory would give $r_D=13.1$ nm and an rms potential of
$$0.120\sqrt{2\pi\times10^{-3}\times13.1}\ \mathrm{eV}=34.4\ \mathrm{meV}.$$
This is 13 times $kT=2.59$ meV, although the theory assumed a ratio well below one.

The thermal energy $kT\ln(N/n)$ is 11.9 meV, safely below $\gamma$. At 300 K it would be 119 meV, and the low-temperature result would not apply. The energy of typical neighbouring impurities, $q^2N^{1/3}=12.0$ meV, is modest beside $\gamma$, but the electrons do not occupy typical sites. The Bohr radius is 2.12 nm and $Na^3=0.0095$, so electrons are bound in states smaller than the impurity spacing of 10 nm. They need not all sit on single donors. Pairs of donors closer than $2a$ have density $\frac12N_D^2\,\frac{4\pi}3(2a)^3\approx4\times10^{16}\ \mathrm{cm^{-3}}$, which exceeds $n$, and such a pair binds an electron more strongly than one donor does. The separation within which there are $n$ pairs is 2.7 nm, where $q^2/r$ is about 45 meV, comparable with the scale of 55.7 meV. The classical estimate leaves out this extra binding, which lowers the electron level. For a barrier of 55.7 meV and width $R_s$, the tunnelling probability has exponent
$$2R_s\sqrt{2m\times55.7\ \mathrm{meV}}/\hbar=285,$$
so direct tunnelling between distant wells is negligible.

One impurity at the distance $N^{-1/3}$ produces a field $q^2N^{2/3}/e=0.012$ MV/cm, which changes an electron's energy by 2.5 meV over one Bohr radius. At random positions, however, the nearest impurity is on average only $0.55N^{-1/3}$ away, where its field is about three times larger. The change is then about 8 meV, which is not negligible beside the hydrogenic binding energy $q^2/(2a)=28$ meV. Neighbours therefore distort many donor states, and the classical estimate leaves this out too. On the scale $R_s$ the field is only 0.0026 MV/cm. The last lattice ratio of mean to rms, 1.48, gives a mean band bending of roughly 0.1 eV. This ratio had not converged and pair binding would add some tens of meV, so the value is only a rough guide. Even so it lies well below half of a rough gap of 1.1 eV, and holes are not expected in typical regions.

These parameters lie roughly in the regime of compensated silicon. The donor and acceptor densities must agree to about two per cent, and the match must also be uniform, because $n$ is a small difference of two large densities. Silicon's electron mass is anisotropic. Putting the rough masses $0.2\,m_e$ and $0.9\,m_e$ separately into the isotropic formula gives 3.2 and 0.7 nm. The radii of the real, flattened donor state lie between these values, well below $R_s$, so the size of the state remains unimportant on that scale. Another assumption is that the impurities are uncorrelated. If they froze in equilibrium with $n_c=10^{18}\ \mathrm{cm^{-3}}$, a value chosen for illustration, the noise would halve and $\gamma$ would fall by the factor $0.5^{2/3}=0.63$, to about 48 meV. In silicon the reduction is probably weaker, because dopants stop moving at temperatures where thermally generated carriers are denser than this. With $n_c=5\times10^{18}\ \mathrm{cm^{-3}}$, for example, the factor is $(5/6)^{2/3}=0.89$ and $\gamma$ is about 68 meV. The effect of thermal history thus depends on the carrier density at which the impurities froze.

Numerical values quoted here were computed with a short program.
